In the secondary-electron images used for linewidth metrology, sloping surfaces usually look brighter than level ones. This problem finds how the secondary-electron yield depends on slope in a simple model, and where a simple conversion from brightness to slope breaks down.

A primary electron enters a flat, homogeneous sample at an angle $\theta$ from the surface normal, with $0\le\theta<90^\circ$. It travels in a straight line and stops inside the sample after a path length $R$. Let $s$ be the distance travelled along the path and $z$ the depth below the surface, positive inward. The primary creates $n$ secondary electrons per unit path length, with $n$ constant. The yield $\delta(\theta)$ is the mean number of secondaries that leave the surface per primary. Backscattered electrons are left out, and the surface is taken as flat over the whole region from which secondaries emerge.

## (a) Escape from a given depth

**Question.** Suppose that secondaries diffuse with coefficient $D$ and are lost inside the sample at a rate $1/\tau$ each. At the surface they leave with a current $\kappa c(0)$, where $c$ is their density and $\kappa$ is a transfer speed. Find the probability $p(z_0)$ that a secondary created at depth $z_0$ escapes.

**Solution.** The surface is flat and uniform, so the sideways position of a secondary does not affect its chance of escape. We therefore integrate the density over the directions parallel to the surface, which leaves a problem in $z$ alone. For a steady source creating one secondary per unit time at $z_0$,

$$
D\frac{d^2c}{dz^2}-\frac{c}{\tau}+\delta_{\rm D}(z-z_0)=0 ,
$$

where $\delta_{\rm D}$ is the Dirac delta function, not the yield. The diffusion current in the direction of increasing $z$ is $-D\,dc/dz$, so the current towards the outside is $+D\,dc/dz$. The surface condition is

$$
D\,c'(0)=\kappa\,c(0).
$$

Away from the source the equation reads $c''=c/(D\tau)$. Its solutions are $e^{\pm z/\lambda}$ with

$$
\lambda=\sqrt{D\tau}.
$$

The density must vanish at great depth, so

$$
c(z)=
\begin{cases}
a\,e^{z/\lambda}+b\,e^{-z/\lambda}, & z<z_0,\\
f\,e^{-z/\lambda}, & z>z_0 .
\end{cases}
$$

Integrating the diffusion equation across $z_0$ gives $D[c'(z_0^+)-c'(z_0^-)]=-1$, while $c$ itself is continuous. Just below the source, continuity gives

$$
c'(z_0^+)=-\frac{c(z_0)}{\lambda}=-\frac{1}{\lambda}\left(a\,e^{z_0/\lambda}+b\,e^{-z_0/\lambda}\right),
$$

and just above it

$$
c'(z_0^-)=\frac{1}{\lambda}\left(a\,e^{z_0/\lambda}-b\,e^{-z_0/\lambda}\right).
$$

The terms in $b$ cancel in the difference, which leaves $-2Da\,e^{z_0/\lambda}/\lambda=-1$, or

$$
a=\frac{\lambda}{2D}\,e^{-z_0/\lambda}.
$$

The surface condition is $(D/\lambda)(a-b)=\kappa(a+b)$. Solving it for $b$ and then forming $c(0)=a+b$, we find

$$
b=a\,\frac{D/\lambda-\kappa}{D/\lambda+\kappa},\qquad
c(0)=a\,\frac{2D/\lambda}{D/\lambda+\kappa}.
$$

The source has unit strength, so the escape probability equals the emitted current $\kappa c(0)$:

$$
p(z_0)=A\,e^{-z_0/\lambda},\qquad A=\frac{\kappa}{\kappa+D/\lambda}.
$$

Thus diffusion with loss produces exponential escape. The diffusion equation itself requires a mean free path short compared with $\lambda$; when the two are comparable, $p$ falls faster than this exponential close to the surface. The surface affects the prefactor $A$, and neither $A$ nor $\lambda$ depends on the direction of the primary.

## (b) The yield for a finite path

**Question.** Find $\delta(\theta)$ for this escape probability.

**Solution.** After a distance $s$ the primary is at depth $z=s\cos\theta$. It creates $n\,ds$ secondaries in the interval $ds$, each of which escapes with probability $p(s\cos\theta)$. Adding the contributions gives

$$
\delta(\theta)=\int_0^R nA\,e^{-s\cos\theta/\lambda}\,ds
=nA\left[-\frac{\lambda}{\cos\theta}\,e^{-s\cos\theta/\lambda}\right]_0^R .
$$

With the dimensionless final depth

$$
x=\frac{R\cos\theta}{\lambda},
$$

the result is

$$
\boxed{\;\delta(\theta)=nA\lambda\sec\theta\left(1-e^{-x}\right)\;}
$$

The factor $\sec\theta$ is geometrical: a layer of thickness $dz$ contains a path length $dz\,\sec\theta$. The bracket accounts for the end of the path.

This result was tested against a numerical solution of the diffusion equation with the inclined path as its source. There the yield was computed as the current through the surface, without inserting an exponential escape law. For four angles up to $88^\circ$ and two values of $\kappa$, the largest difference relative to the formula was about $6\times10^{-6}$.

## (c) When the yield follows the secant

**Question.** Under what condition is $\delta$ proportional to $\sec\theta$, and what happens near grazing incidence?

**Solution.** If $x\gg1$, the exponential is negligible and

$$
\delta(\theta)\simeq nA\lambda\sec\theta .
$$

In this regime $\delta(\theta)\simeq\delta(0)\sec\theta$. The primary passes through the escape layer and deposits the rest of its secondaries too deep to matter. Tilting the path increases the length spent in that layer.

The shortfall relative to $nA\lambda\sec\theta$ is

$$
1-\frac{\delta(\theta)}{nA\lambda\sec\theta}=e^{-x}.
$$

For this to be at most a chosen fraction $\eta$, with $0<\eta<1$, we need $x\ge\ln(1/\eta)$, that is

$$
\cos\theta\ge\frac{\lambda}{R}\ln\frac1\eta .
$$

If the right-hand side exceeds one, no angle meets the requirement.

A sample thick enough to stop the primary is therefore not sufficient for the secant law. The stopping point must also lie several escape depths below the surface, and at fixed $R$ this condition fails as $\theta$ approaches $90^\circ$.

To find the grazing limit, write $\lambda\sec\theta=R/x$ and expand the exponential for small $x$:

$$
\delta=nAR\,\frac{1-e^{-x}}{x}
=nAR\left(1-\frac{x}{2}+\cdots\right)\longrightarrow nAR .
$$

In this limit the whole path lies at the surface. All $nR$ secondaries then escape with probability $A$, the largest value available, so the yield cannot exceed $nAR$. It is still rising as it approaches this value, as part (d) shows. The secant diverges, but the yield stays finite.

## (d) Sensitivity to angle

**Question.** Find the relative change of yield per unit angle. Does the yield ever fall as $\theta$ increases?

**Solution.** Take the logarithm of the form just used:

$$
\ln\delta=\ln(nAR)+\ln(1-e^{-x})-\ln x .
$$

Its derivative with respect to $x$ is

$$
\frac{d\ln\delta}{dx}=\frac{e^{-x}}{1-e^{-x}}-\frac1x
=\frac{1}{e^x-1}-\frac1x .
$$

Since $x=(R/\lambda)\cos\theta$, we have $dx/d\theta=-(R/\lambda)\sin\theta=-x\tan\theta$. The chain rule gives

$$
\frac{1}{\delta}\frac{d\delta}{d\theta}
=\tan\theta\left(1-\frac{x}{e^x-1}\right),
$$

with $\theta$ in radians. For $x>0$, $e^x-1>x$, so the bracket lies between zero and one. For $0<\theta<90^\circ$ the yield therefore rises throughout, but its relative slope is smaller than the value $\tan\theta$ that belongs to a pure secant.

Near grazing incidence, $x/(e^x-1)\simeq1-x/2$. The relative slope then approaches $\tan\theta\,(x/2)=(R/2\lambda)\sin\theta$, which tends to the finite value $R/(2\lambda)$ per radian.

## (e) Must escape be exponential?

**Question.** Replace the exponential by any escape probability $p(z)$ that depends on depth alone and has a finite integral. What remains of the secant law? Apply the answer to secondaries that start in random directions, fly straight with attenuation length $\ell$, and meet no surface barrier.

**Solution.** Changing the integration variable from $s$ to $z=s\cos\theta$, with $ds=\sec\theta\,dz$, gives

$$
\delta(\theta)=n\sec\theta\int_0^{R\cos\theta}p(z)\,dz .
$$

When the path extends beyond the depths that contribute, the upper limit can be replaced by infinity. The integral is then independent of angle, and the secant remains. Exponential escape is sufficient for the law but not necessary.

For isotropic straight flight, let $\mu$ be the cosine of the angle between the flight direction and the outward normal. Outward directions have $0<\mu\le1$, and a fraction $d\mu/2$ of all directions lies in $d\mu$. The flight distance to the surface is $z/\mu$, so

$$
p(z)=\frac12\int_0^1e^{-z/(\ell\mu)}\,d\mu .
$$

This is not a single exponential, because oblique flights are attenuated more strongly. The integrand is positive, so we may integrate over depth first:

$$
\int_0^\infty p(z)\,dz
=\frac12\int_0^1\ell\mu\,d\mu=\frac{\ell}{4}.
$$

The long-path yield is therefore

$$
\delta(\theta)\simeq\frac{n\ell}{4}\sec\theta .
$$

With $n=0.6667\ \mathrm{nm^{-1}}$ and $\ell=2.0$ nm, this gives $0.6667\times2.0/4=0.333$ at normal incidence. Direct integration along a sufficiently long path gives the same value, and its yields at $60^\circ$ and $80^\circ$ are larger by factors of 2.000 and 5.759, the secants of these angles.

## (f) Must generation be uniform?

**Question.** Return to exponential escape, but let generation vary along the path as $n(s)=n_0(1+gs/R)$, with $g\ge-1$ so that it is nowhere negative. How does the angular dependence change?

**Solution.** Set $k=\cos\theta/\lambda$, so that $kR=x$. Two integrals are needed. The first is

$$
\int_0^R e^{-ks}\,ds=\frac{1-e^{-x}}{k},
$$

and integration by parts gives the second:

$$
\int_0^R s\,e^{-ks}\,ds
=-\frac{R\,e^{-x}}{k}+\frac{1-e^{-x}}{k^2}
=\frac{1-(1+x)e^{-x}}{k^2}.
$$

We multiply the second by $g/R$, add the first, and use $1/k=\lambda\sec\theta$ and $1/(kR)=1/x$:

$$
\delta=n_0A\lambda\sec\theta
\left\{1-e^{-x}+\frac{g}{x}\left[1-(1+x)e^{-x}\right]\right\}.
$$

For $x\gg1$ this becomes

$$
\delta\simeq n_0A\lambda\sec\theta
\left(1+\frac{g\lambda}{R}\sec\theta\right).
$$

The correction reflects the generation rate at a distance of about $\lambda\sec\theta$ along the path. A tilted primary spends more of its path in the escape layer, so it samples later parts of the generation profile there. In the long-path regime a positive $g$ makes the yield rise faster than the secant, and a negative $g$ makes it rise more slowly.

For $g=1$ and $R/\lambda=15$, the long-path formula predicts a ratio between $60^\circ$ and normal incidence of

$$
2\times\frac{1+2/15}{1+1/15}=2.125 .
$$

Integration over the finite path gives 2.123. The small difference comes from the exponential terms dropped at $60^\circ$. Uniform generation thus matters even where the path is long: here its absence changes the ratio by about 6% relative to the secant value of 2.

## (g) Numbers for a sloping facet

**Question.** Take the round model parameters $E_0=1000$ eV for the primary energy, $\varepsilon=50$ eV spent per secondary generated, $R=30$ nm, $\lambda=2$ nm and $A=0.5$. Generation is uniform. Find the yield at several angles, and judge how well, within this straight-path model, the secant law converts the brightness of a broad facet into its slope.

**Solution.** If all the primary energy goes into generating secondaries,

$$
n=\frac{E_0}{\varepsilon R}
=\frac{1000}{50\times30}\ \mathrm{nm^{-1}}
=0.667\ \mathrm{nm^{-1}},
$$

so each primary creates 20 secondaries. At normal incidence $x=15$, the exponential is negligible, and

$$
\delta(0)\simeq0.667\times0.5\times2=0.667 .
$$

At $80^\circ$, $\sec\theta=5.759$ and $x=15/5.759=2.605$. The shortfall is $e^{-2.605}=0.074$, which gives

$$
\delta(80^\circ)=0.667\times5.759\times(1-0.074)\simeq3.56 .
$$

The same calculation at other angles gives:

| $\theta$ | $\sec\theta$ | $\delta(\theta)$ | $\delta(\theta)/\delta(0)$ | shortfall |
|---:|---:|---:|---:|---:|
| $60^\circ$ | 2.00 | 1.33 | 2.00 | 0.06% |
| $75^\circ$ | 3.86 | 2.52 | 3.78 | 2.1% |
| $80^\circ$ | 5.76 | 3.56 | 5.33 | 7.4% |
| $85^\circ$ | 11.47 | 5.58 | 8.37 | 27% |
| $88^\circ$ | 28.65 | 7.79 | 11.68 | 59% |

The shortfall is relative to $nA\lambda\sec\theta$. It reaches 1% when $\cos\theta=\ln(100)/15=0.307$, or $\theta=72.1^\circ$. The grazing limit is $nAR=0.667\times0.5\times30=10$, which is 15 times the normal yield.

Now suppose that the detector collects the same fraction of emitted secondaries from every facet, so that brightness is proportional to $\delta$. At $60^\circ$ the brightness changes by 3.01% per degree, against 3.02% for a pure secant. At $80^\circ$ the two values are 7.8% and 9.9% per degree.

A conversion based on the secant law sets $\sec\theta_{\rm inferred}=\delta(\theta)/\delta(0)$. For a true slope of $80^\circ$ this ratio is 5.33, and the inferred slope is $79.2^\circ$. The angular error is only $0.8^\circ$ although the yield is 7.4% low, because the secant is steep here. At $88^\circ$ the conversion is much worse: the computed ratio of 11.68 is close to the secant of $85^\circ$, so the facet is read as about three degrees less steep than it is.

These conclusions also require a facet wide enough for the model. On a long path, about 63% of the emitted secondaries are created within the first $\lambda\sec\theta$ of path, and about 95% within three times that length. The corresponding distances along the surface are $\lambda\tan\theta$ and $3\lambda\tan\theta$. Since the path ends at $R$, no secondary is created farther than $R\sin\theta$ along the surface, even where these expressions are larger. Diffusion spreads the secondaries sideways by a further distance of order $\lambda$, which matters even at normal incidence. The facet must be flat over these distances, but that is not enough. Secondaries created too deep to reach the facet can still leave through a neighbouring surface, so the whole path, out to $R\sin\theta$ along the surface, must stay several $\lambda$ away from every other face. A wall that runs parallel to the path at a distance $d$ collects from the full length $R$. At normal incidence it adds roughly $nAR\,e^{-d/\lambda}$ to the flat-surface yield $nA\lambda$, a relative excess of about $(R/\lambda)e^{-d/\lambda}$. For $R/\lambda=15$ this is about 70% at $d=3\lambda$ and still about 10% at $d=5\lambda$. Near such a face, depth below one plane no longer determines escape.

A wide facet does not remove another serious limit, the assumption of a straight path. 
For 1 keV electrons in a solid such as silicon, elastic scattering bends the path well before it ends, so $z=s\cos\theta$ fails, and at large $\theta$ many primaries leave the sample again. The yield can then rise more slowly than the secant already at $60^\circ$, and much more slowly at larger angles. It can even pass through a maximum and fall towards grazing incidence, so the steady rise found in part (d) belongs to the straight-path model, and brightness need not fix the slope uniquely. The angular errors found above therefore show only the effect of a finite straight path. They are not error estimates for slopes measured on real samples.

## Table of computed values

```
primary energy E0 = 1000 eV
primary path length R = 30 nm
energy per generated secondary = 50 eV
escape depth lam = 2.0 nm
surface escape probability A = 0.50
generation rate n = 0.6667 per nm
secondaries generated per primary = 20.0
R/lam = 15.0
angle(deg) sec  R*cos/lam  yield  yield/normal  shortfall(%)
  0    1.000   15.000   0.6667    1.000    0.0000
 30    1.155   12.990   0.7698    1.155    0.0002
 45    1.414   10.607   0.9428    1.414    0.0025
 60    2.000    7.500   1.3326    1.999    0.0553
 70    2.924    5.130   1.9377    2.907    0.5915
 75    3.864    3.882   2.5227    3.784    2.0604
 80    5.759    2.605   3.5554    5.333    7.3924
 85   11.474    1.307   5.5797    8.370   27.0540
 88   28.654    0.523   7.7853   11.678   59.2448
angle of 1% shortfall = 72.12 deg
grazing-limit yield n*A*R = 10.00
grazing limit / normal yield = 15.00
yield change at 60 deg = 3.01 % per deg
pure-secant change at 60 deg = 3.02 % per deg
yield change at 80 deg = 7.84 % per deg
pure-secant change at 80 deg = 9.90 % per deg
slope inferred by secant law for true 80 deg = 79.19 deg
largest relative diffusion-test error = 6.2e-06
straight-flight attenuation length = 2.0 nm
straight-flight yield at 0 deg = 0.3333
straight-flight ratio 60/0 deg = 2.0000
straight-flight ratio 80/0 deg = 5.7588
linear generation growth g = 1.0
rising-generation ratio 60/0 deg = 2.1228
```
